# Confinement-energy spread of a hard-wall film with varying thickness

## Problem

A carrier is confined in a thin film whose two faces act as impenetrable walls. The potential inside is flat, and the effective mass for motion normal to the film is $m=0.3\,m_0$, where $m_0$ is the free-electron mass. Each film is laterally uniform, but the thickness $L$ differs from film to film, with mean $L_0=5$ nm and standard deviation $s=0.2$ nm. Energies are measured from the band edge in the film. The confinement-energy spread $\sigma_E$ is the standard deviation of the lowest level over the ensemble of films.

(a) Find $\sigma_E$ to first order in $r=s/L_0$.

(b) Find the leading correction for a symmetric thickness distribution, and state what must be assumed about very thin films.

(c) The films are channels of ultrathin-body double-gate transistors at 300 K. Find the relative spread of the sheet density at low filling and fixed chemical potential.

(d) Estimate separately how the spread changes with finite barriers, image charges, a transverse field, a nonparabolic band and a different confining mass. Use these rough values: barrier height 3 eV and barrier mass $0.5\,m_0$; relative permittivity 12 in the film and 4 outside; fields of 0.1 and 0.5 MV/cm; nonparabolicity 0.5 per eV; alternative masses $0.2\,m_0$ and $0.9\,m_0$.

## Solution

### (a) The level and its first-order spread

Between the walls the envelope function obeys

$$-\frac{\hbar^2}{2m}\psi''=E\psi,\qquad \psi(0)=\psi(L)=0 .$$

For $E\le 0$ the solutions are linear or built from real exponentials, and none except $\psi=0$ vanishes at both walls. For $E>0$ set $k=\sqrt{2mE}/\hbar$. The condition at $z=0$ selects $\psi=A\sin kz$, and the condition at $z=L$ requires $kL=n\pi$ with $n=1,2,\dots$. Therefore

$$E_n(L)=\frac{\hbar^2\pi^2n^2}{2mL^2}.$$

With $\hbar^2/2m_0=0.03810$ eV nm², the lowest level at the mean thickness is

$$E_0=\frac{0.03810\,\pi^2}{0.3\times 5^2}\ \text{eV}=50.1\ \text{meV}.$$

Since $E_1\propto L^{-2}$,

$$\frac{dE_1}{dL}=-\frac{2E_1}{L},$$

which is $-20.1$ meV/nm at 5 nm. The minus sign says that a thicker film has a lower level. To first order, a thickness deviation $\delta L$ gives $\delta E=-(2E_0/L_0)\,\delta L$. Squaring, averaging and taking the positive root gives

$$\sigma_E\simeq\frac{2E_0s}{L_0}=2E_0r .$$

Here $r=0.2/5=0.04$, so

$$\sigma_E\simeq 2\times50.14\times0.04\ \text{meV}=4.01\ \text{meV}.$$

A 4% thickness spread becomes an 8% energy spread. Because $E_0\propto L_0^{-2}$, this result scales as $s/(mL_0^3)$. At fixed $s$ and $m$, halving the mean thickness multiplies the first-order spread by eight.

### (b) The next correction and the very thin films

Write $x=(L-L_0)/L_0$. The binomial series gives

$$\frac{E_1}{E_0}=(1+x)^{-2}=1-2x+3x^2-4x^3+\dots$$

For a symmetric distribution the odd moments vanish. Let $\langle x^2\rangle=r^2$ and $\langle x^4\rangle=\kappa r^4$, where $\kappa$ describes the shape. The mean level is then

$$\langle E_1\rangle=E_0(1+3r^2+\dots).$$

It lies above $E_0$ because $L^{-2}$ is convex: thinning a film raises its level by more than equal thickening lowers it. At 4.8 nm the level is 54.4 meV, and at 5.2 nm it is 46.4 meV. The predicted mean shift is $3\times0.04^2\times50.14=0.24$ meV.

Subtracting the mean leaves

$$\frac{E_1-\langle E_1\rangle}{E_0}=-2x+3(x^2-r^2)-4x^3+\dots$$

The contributions to its mean square, up to order $r^4$, are

- $4\langle x^2\rangle=4r^2$ from the square of the linear term;
- $9\langle(x^2-r^2)^2\rangle=9(\kappa-1)r^4$ from the square of the quadratic term;
- $2(-2)(-4)\langle x^4\rangle=16\kappa r^4$ from the product of the linear and cubic terms.

The product of the linear and quadratic terms is odd and averages to zero. Hence

$$\sigma_E^2=E_0^2\left[4r^2+(25\kappa-9)r^4+\dots\right].$$

Taking $4r^2$ out of the bracket and using $\sqrt{1+y}\simeq1+y/2$,

$$\sigma_E\simeq2E_0r\left[1+\frac{25\kappa-9}{8}r^2\right].$$

A Gaussian has $\kappa=3$, so the bracket is $1+33r^2/4=1.013$ and $\sigma_E=4.06$ meV. A rectangular distribution of half-width $a$ has $\langle(\delta L)^2\rangle=a^2/3$ and $\langle(\delta L)^4\rangle=a^4/5$. Its shape factor is $\kappa=9/5$, which gives 4.04 meV. At this $r$, changing between these shapes at fixed standard deviation matters little.

The Gaussian cannot be continued to zero thickness. Its probability density $p(0)$ there is finite, while $E_1\propto L^{-2}$, so even the mean energy contains the divergent integral $\int dL/L^2$. The expansion describes a distribution cut off well away from $L=0$. To see how remote the divergence is, keep films down to a thickness $\delta$. Their contribution to $\langle E_1^2\rangle$ is

$$p(0)E_0^2L_0^4\int_\delta\frac{dL}{L^4}\simeq\frac{p(0)E_0^2L_0^4}{3\delta^3},\qquad p(0)=\frac{e^{-L_0^2/2s^2}}{s\sqrt{2\pi}} .$$

This equals $\sigma_E^2$ when $\delta=2.3\times10^{-44}$ nm, a length at which a film and an effective mass have no meaning. A cut at five standard deviations, from 4 to 6 nm, removes the difficulty. Averaging over this cut Gaussian numerically, with each level found by diagonalizing a finite-difference Hamiltonian, gives

$$\boxed{\sigma_E=4.06\ \text{meV}=0.00406\ \text{eV}}$$

within the hard-wall model.

### (c) What the spread does to the sheet density

Motion in the plane gives each subband a constant density of states $D$. For one parabolic valley with two spins and in-plane mass $0.3\,m_0$, $D=m/(\pi\hbar^2)$. Integrating $D$ times the Fermi function upward from each level gives

$$N=DkT\sum_n\ln\left[1+e^{(\mu-E_n)/kT}\right],$$

where $\mu$ is the chemical potential measured from the film's band edge. When $\mu$ lies several $kT$ below $E_1$, $\ln(1+y)\simeq y$, and

$$N\simeq DkT\,e^{\mu/kT}\sum_n e^{-E_n/kT}.$$

At 300 K, $kT=25.85$ meV. The second level lies $3E_0=150.4$ meV above the first, nearly $6kT$, so the first term dominates. Then $\delta N/N\simeq-\delta E_1/kT$ and

$$\frac{\sigma_N}{N}\simeq\frac{\sigma_E}{kT}\simeq\frac{4.01}{25.85}=15.5\%.$$

Summing the Fermi expression over eight levels and the cut Gaussian, with $\mu=-150$ meV, also gives 15.5%. Agreement to this many figures is partly accidental: relative to the first-order estimate, the second subband raises the spread by about 1%, while higher-order terms in the thickness deviation lower it by about as much.

The small second-subband contribution can be included in an effective level $E_{\rm eff}=-kT\ln\sum_n e^{-E_n/kT}$. Differentiation gives

$$\frac{dE_{\rm eff}}{dL}=\sum_n p_n\frac{dE_n}{dL}=-\frac2L\sum_n p_nE_n,\qquad p_n=\frac{e^{-E_n/kT}}{\sum_j e^{-E_j/kT}} .$$

The thermal average of $E_n$ slightly exceeds $E_1$, so the spread increases slightly. Its ensemble value is 4.10 meV.

At low filling, restoring the original density requires $\mu$ to move by $\delta E_{\rm eff}$. If the gates shift the film potential one-to-one, this corresponds to a gate-voltage spread of about 4 mV. That conversion leaves out changes in the device electrostatics caused by the same thickness variation.

Low filling has a definite scale. When $\mu=E_1$, the lowest subband alone holds $DkT\ln2=2.2\times10^{12}$ cm⁻². The Boltzmann result applies well below this density. Near or above it, Fermi filling must be included. The potential of the carriers themselves has its own scale: it matters, and the one-to-one gate shift fails, once $e^2N/kT$ approaches the total gate capacitance per area. For two gates with 1 nm of silicon dioxide each this happens near $1\times10^{12}$ cm⁻², and at lower density for thicker dielectrics.

### (d) Effects outside the hard-wall model

Each estimate below changes one assumption and keeps the others. The reference is the first-order spread of 4.01 meV.

**Finite barriers.** Put the origin at the midplane. The lowest state is $\cos kz$ inside and decays as $e^{-q|z|}$ outside, with

$$k=\frac{\sqrt{2mE}}{\hbar},\qquad q=\frac{\sqrt{2m_b(V-E)}}{\hbar}.$$

Continuity of $\psi$ and of $\psi'/m$, the latter required for continuous particle current, gives

$$\frac{k}{m}\tan\frac{kL}{2}=\frac{q}{m_b}.$$

The numerical root for $V=3$ eV and $m_b=0.5\,m_0$ is $E=41.0$ meV. To interpret it, rewrite the condition as

$$\frac{kL}{2}=\frac\pi2-\arctan\frac{km_b}{mq}\simeq\frac\pi2-kd,\qquad d=\frac{m_b}{mq}.$$

Thus $k(L+2d)\simeq\pi$: penetration makes the film act as a wider hard-wall well. The width that reproduces the level is 5.53 nm. Since $V\gg E$, $d$ hardly changes with $L$, and

$$\sigma_E\simeq\frac{2\times40.97\times0.2}{5.53}\ \text{meV}=2.96\ \text{meV}.$$

Differentiating the numerical root gives the same value, 26% below the hard-wall result.

**Image charges.** Consider first one interface between permittivity $\varepsilon$, containing the carrier, and $\varepsilon'$. Let the image charge be $\gamma$ times the carrier charge, and let the field outside be that of a charge $\beta$ times the carrier charge at the carrier's position. Continuity of potential gives $(1+\gamma)/\varepsilon=\beta/\varepsilon'$. Continuity of normal displacement gives $1-\gamma=\beta$. Eliminating $\beta$,

$$\gamma=\frac{\varepsilon-\varepsilon'}{\varepsilon+\varepsilon'}=\frac{12-4}{12+4}=0.5 .$$

Two faces reflect each other's images repeatedly, producing strengths $\gamma^{|n|}$ at $z_n=nL+(-1)^nz$. The self-energy contains a factor $1/2$ because the images are induced by the carrier itself:

$$U(z)=\frac{e^2}{8\pi\varepsilon_0\varepsilon}\sum_{n\ne0}\frac{\gamma^{|n|}}{|z-z_n|}.$$

Averaging numerically over $|\psi|^2=(2/L)\cos^2(\pi z/L)$ gives 19.3 meV. With $z=uL$, every distance is proportional to $L$, so this average scales as $1/L$. It adds $19.3\times0.04=0.77$ meV to the first-order spread, making 4.78 meV, an increase of 19%. This estimate has thick dielectrics outside and no gate screening. A metal corresponds to $\varepsilon'\to\infty$ and $\gamma\to-1$, an attractive image, so nearby gates work against this increase.

**Transverse field.** Add the potential energy $eFz$, with $z=0$ at one face. The result depends on which potential is held fixed as $L$ changes:

$$E_{\rm face}=E_{\rm mid}+\frac{eFL}{2}.$$

The last term contributes $+eF/2$ to the slope, opposite in sign to the confinement term. At 0.1 MV/cm, or 0.01 V/nm, it changes the spread by $5\ \text{meV/nm}\times0.2\ \text{nm}=1.0$ meV. Finite-difference diagonalization gives 4.10 meV with the midplane potential fixed and 3.10 meV with the potential fixed at the face $z=0$, where the carrier's potential energy is lowest.

For a fixed face, a direct formula explains the behaviour at higher field. Take $\psi$ real and normalized. Differentiate $(H-E)\psi=0$ with respect to $L$, multiply by $\psi$ and integrate by parts. The remaining boundary term is

$$\frac{dE}{dL}=\frac{\hbar^2}{2m}\psi'(L)\left.\frac{\partial\psi}{\partial L}\right|_{z=L}.$$

Because $\psi$ must remain zero at the moving wall, $\partial\psi/\partial L+\psi'=0$ there. Hence

$$\frac{dE}{dL}=-\frac{\hbar^2}{2m}|\psi'(L)|^2 .$$

The energy responds through the wavefunction's slope at the moving wall. At 0.5 MV/cm the carrier is pressed toward the fixed face, and the calculated spread falls to 0.95 meV. Field confinement has then replaced much of the geometric confinement. With the midplane potential fixed instead, the slope gains $-eF/2=-25$ meV/nm, and the spread rises to 5.95 meV. With the potential fixed at the opposite, high-energy face, the low-face slope gains $-eF=-50$ meV/nm and the spread is 10.9 meV. The choice of fixed potential therefore decides whether a strong field lowers or raises the spread.

**Nonparabolic band.** Use $E(1+\alpha E)=E_{\rm par}$, where $E_{\rm par}$ is the parabolic level and $\alpha=0.5$ per eV. Differentiation gives

$$dE=\frac{dE_{\rm par}}{1+2\alpha E}.$$

The spread becomes 3.82 meV, a reduction of about 5%.

**Confining mass.** Both the level and its spread scale as $1/m$. A mass of $0.2\,m_0$ gives a level of 75.2 meV and a spread of 6.02 meV; $0.9\,m_0$ gives 16.7 meV and 1.34 meV. If valleys with these two masses share a band edge, the heavier confining mass supplies the lower level. For the lowest level, the mass in the formula must therefore be the normal mass of that valley, which need not equal the in-plane mass. This level alone does not fix the density spread at 300 K. For $0.9\,m_0$ the second level lies only $3\times16.7=50$ meV, about $2kT$, above the first, so the density calculation must include the higher subbands and any other occupied valleys, each weighted by its density of states.

### Reading the result for a device

The film thickness and the other parameters are rough values for an ultrathin-body transistor; the mass of $0.3\,m_0$ does not represent a particular semiconductor. The 4.06 meV result is precise for the stated model, but a device prediction is much less certain. Finite barriers alone lower the first-order spread by about a quarter, unscreened image charges raise it by about a fifth, and a strong field can reduce it to about a quarter of its flat-potential value or raise it by about half, depending on whether the potential is fixed at the low-energy face or at the midplane; fixing it at the high-energy face more than doubles the spread. These separate changes should not simply be added. For example, adding the finite-barrier change to the 0.5 MV/cm result with the low-energy face fixed would give $0.95+(2.96-4.01)=-0.10$ meV, which is impossible for a standard deviation. The field and the barriers both reshape the wavefunction, so they must be treated together. Thickness variation within one device is a different problem, because the carrier then moves through a laterally varying confinement energy.
